# Scalar and Tensor Polarisabilities in the Quadratic Stark Effect: test program

```python
"""
Result under test: the quadratic Stark shift of a level J, M in a field F is
    dE = -alpha(M) F^2 / 2,
    alpha(M) = alpha0 + alpha2 (3M^2 - J(J+1)) / (J(2J-1)),
    alpha0 = 2/(3(2J+1)) sum S/(E'-E),
    alpha2 = 4 sqrt(5J(2J-1)/(6(J+1)(2J+1)(2J+3)))
             * sum (-1)^(J+J') {J 1 J'; 1 J 2} S/(E'-E).
S is the squared reduced dipole matrix element (line strength), E' and J'
belong to the intermediate levels. Hartree atomic units throughout.
The model atom has one electron in V = -(1 + A exp(-r))/r with the
spin-orbit term zeta exp(-r/2) l.s. The formula is compared with direct
diagonalization in a finite field in the uncoupled basis |l, m_l, m_s>.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

HALF = Rational(1, 2)
L_MAX = 5
BETA = 0.5                      # exponent of the radial basis, 1/bohr
NODES, WEIGHTS = roots_laguerre(100)


def m_factor(J, M):
    return float((3 * M**2 - J * (J + 1)) / (J * (2 * J - 1)))


def tensor_weight(J, Jp):
    """Coefficient of 2 S/(E'-E) in alpha2, from the 6j symbol."""
    if J < 1:
        return 0.0
    root = np.sqrt(float(5 * J * (2 * J - 1)
                         / (6 * (J + 1) * (2 * J + 1) * (2 * J + 3))))
    sixj = float(wigner_6j(J, 1, Jp, 1, J, 2))
    return 2 * root * (-1) ** int(J + Jp) * sixj


def elementary_forms(J, Jp, M):
    """Squared 3j symbol and tensor weight as rational functions."""
    if Jp == J - 1:
        return ((J**2 - M**2) / (J * (2*J - 1) * (2*J + 1)),
                -1 / (3 * (2*J + 1)))
    if Jp == J:
        return (M**2 / (J * (J + 1) * (2*J + 1)),
                (2*J - 1) / (3 * (J + 1) * (2*J + 1)))
    return (((J + 1)**2 - M**2) / ((J + 1) * (2*J + 1) * (2*J + 3)),
            -J * (2*J - 1) / (3 * (J + 1) * (2*J + 1) * (2*J + 3)))


def test_angular_algebra():
    """Compare explicit 3j symbols with the decomposition; return max error."""
    worst = 0.0
    assert wigner_3j(1, 1, 1, 0, 0, 0) == 0
    for twice_J in range(2, 10):
        J = Rational(twice_J, 2)
        projections = [-J + i for i in range(twice_J + 1)]
        assert abs(sum(m_factor(J, M) for M in projections)) < 1e-12
        for M in projections:
            rank2 = float(wigner_3j(J, 2, J, -M, 0, M))
            product = (2*J - 1) * 2*J * (2*J + 1) * (2*J + 2) * (2*J + 3)
            closed = ((-1) ** int(J - M) * 2 * float(3*M**2 - J*(J + 1))
                      / np.sqrt(float(product)))
            assert abs(rank2 - closed) < 1e-12
        for Jp in (J - 1, J, J + 1):
            weight = tensor_weight(J, Jp)
            for M in projections:
                square = float(wigner_3j(J, 1, Jp, -M, 0, M)) ** 2
                split = 1 / (3 * float(2*J + 1)) + weight * m_factor(J, M)
                recoupled = (-1) ** int(Jp + M) * sum(
                    (2*K + 1) * float(wigner_6j(1, 1, K, J, J, Jp))
                    * float(wigner_3j(1, 1, K, 0, 0, 0))
                    * float(wigner_3j(J, K, J, -M, 0, M)) for K in (0, 1, 2))
                simple_square, simple_weight = elementary_forms(J, Jp, M)
                errors = (square - split, square - recoupled,
                          square - float(simple_square),
                          weight - float(simple_weight))
                worst = max(worst, max(abs(e) for e in errors))
    for Jp in (HALF, 3 * HALF):
        for M in (-HALF, HALF):
            square = float(wigner_3j(HALF, 1, Jp, -M, 0, M)) ** 2
            assert abs(square - 1 / 6) < 1e-12
    assert worst < 1e-12
    return worst


def build_model(size, extra_charge, zeta):
    """Radial Hamiltonians, spin-orbit matrices and r matrices l -> l+1."""
    k = np.arange(size)
    x = NODES[:, None]
    r = NODES / (2 * BETA)
    w = WEIGHTS / (2 * BETA)
    functions, energies, spin_orbit = [], [], []
    for l in range(L_MAX + 1):
        norm = np.exp(0.5 * (np.log(2 * BETA) + gammaln(k + 1)
                             - gammaln(k + 2*l + 3)))
        lag = eval_genlaguerre(k, 2.0*l + 2, x)
        lower = eval_genlaguerre(np.maximum(k - 1, 0), 2.0*l + 3, x) * (k > 0)
        phi = norm * x**(l + 1) * lag
        slope = 2*BETA * norm * x**l * ((l + 1 - x/2) * lag - x * lower)
        overlap = phi.T @ (w[:, None] * phi)
        assert np.max(np.abs(overlap - np.eye(size))) < 1e-8
        potential = l*(l + 1) / (2*r**2) - (1 + extra_charge*np.exp(-r)) / r
        h = (0.5 * slope.T @ (w[:, None] * slope)
             + phi.T @ ((w * potential)[:, None] * phi))
        so = phi.T @ ((w * zeta * np.exp(-r / 2))[:, None] * phi)
        functions.append(phi)
        energies.append((h + h.T) / 2)
        spin_orbit.append((so + so.T) / 2)
    dipole = [functions[l].T @ ((w * r)[:, None] * functions[l + 1])
              for l in range(L_MAX)]
    return {"size": size, "h": energies, "so": spin_orbit, "r": dipole}


def radial_levels(model, l, j):
    ls_value = float(j*(j + 1) - l*(l + 1) - Rational(3, 4)) / 2
    return np.linalg.eigh(model["h"][l] + ls_value * model["so"][l])


def polarisabilities(model, l, j):
    """alpha0, alpha2 and channel data for the lowest level with l, j."""
    levels, vectors = radial_levels(model, l, j)
    energy, state = levels[0], vectors[:, 0]
    alpha0 = alpha2 = 0.0
    channels = {}
    for lp in (l - 1, l + 1):
        if lp < 0:
            continue
        for jp in (lp - HALF, lp + HALF):
            if jp < HALF or abs(jp - j) > 1:
                continue
            other, other_vectors = radial_levels(model, lp, jp)
            matrix = model["r"][l] if lp > l else model["r"][lp].T
            radial = state @ matrix @ other_vectors
            recoupling = float(wigner_6j(l, j, HALF, jp, lp, 1))
            strength = (float((2*j + 1) * (2*jp + 1)) * recoupling**2
                        * max(l, lp) * radial**2)
            total = np.sum(strength / (other - energy))
            part0 = 2 * total / (3 * float(2*j + 1))
            part2 = 2 * total * tensor_weight(j, jp)
            alpha0 += part0
            alpha2 += part2
            channels[(lp, jp)] = dict(levels=other, radial=radial,
                                      strength=strength, total=total,
                                      part0=part0, part2=part2)
    return energy, alpha0, alpha2, channels


def energy_in_field(model, M, field, reference):
    """Energy of the mainly-d state nearest the reference, uncoupled basis."""
    size = model["size"]
    labels = [(l, int(M - spin), spin) for l in range(L_MAX + 1)
              for spin in (HALF, -HALF) if abs(M - spin) <= l]
    place = {lab: slice(i*size, (i + 1)*size) for i, lab in enumerate(labels)}
    H = np.zeros((len(labels) * size,) * 2)
    for l, m, spin in labels:
        here = place[(l, m, spin)]
        H[here, here] = model["h"][l] + m * float(spin) * model["so"][l]
        flipped = (l, m + 1, -HALF)
        if spin == HALF and flipped in place:
            there = place[flipped]
            block = 0.5 * np.sqrt(l*(l + 1) - m*(m + 1)) * model["so"][l]
            H[here, there] = block
            H[there, here] = block.T
        raised = (l + 1, m, spin)
        if raised in place:
            there = place[raised]
            cosine = np.sqrt(((l + 1)**2 - m**2) / ((2*l + 1) * (2*l + 3)))
            block = field * cosine * model["r"][l]
            H[here, there] = block
            H[there, here] = block.T
    values, vectors = np.linalg.eigh(H)
    d_weight = sum(np.sum(vectors[place[lab]]**2, axis=0)
                   for lab in labels if lab[0] == 2)
    candidates = values[d_weight > 0.5]
    return candidates[np.argmin(np.abs(candidates - reference))]


angular_error = test_angular_algebra()

# Hydrogen without spin-orbit coupling: known ground-state value 9/2.
hydrogen = build_model(30, 0.0, 0.0)
h_energy, h_alpha0, h_alpha2, _ = polarisabilities(hydrogen, 0, HALF)
assert abs(h_energy + 0.5) < 1e-9
assert abs(h_alpha0 - 4.5) < 1e-6 and h_alpha2 == 0

A, ZETA = 2.0, 0.04
J = 5 * HALF
PROJECTIONS = (HALF, 3 * HALF, 5 * HALF)
model = build_model(30, A, ZETA)
E, alpha0, alpha2, channels = polarisabilities(model, 2, J)
E_partner = radial_levels(model, 2, 3 * HALF)[0][0]
formula = {M: alpha0 + alpha2 * m_factor(J, M) for M in PROJECTIONS}
scale = max(abs(a) for a in formula.values())

# Convergence with the size of the radial basis.
small = polarisabilities(build_model(24, A, ZETA), 2, J)
basis_change = max(abs(small[1] - alpha0), abs(small[2] - alpha2))
assert basis_change < 1e-5 * scale

# Finite-field curvature, with the F^4 term removed by two field values.
STEP = 2e-5
direct, zero_energy = {}, {}
for M in PROJECTIONS:
    zero_energy[M] = energy_in_field(model, M, 0.0, E)
    assert abs(zero_energy[M] - E) < 1e-10
    curvature = [-2 * (energy_in_field(model, M, F, E) - zero_energy[M]) / F**2
                 for F in (STEP, 2 * STEP)]
    direct[M] = (4 * curvature[0] - curvature[1]) / 3
    assert abs(direct[M] - formula[M]) < 1e-4 * scale
interval_ratio = ((direct[5*HALF] - direct[3*HALF])
                  / (direct[3*HALF] - direct[HALF]))
assert abs(interval_ratio - 2) < 2e-3
direct_mean = sum(direct.values()) / 3
assert abs(direct_mean - alpha0) < 1e-4 * scale

# The deviation from the quadratic law must grow as the fourth power.
TEST_FIELDS = (3e-5, 6e-5)
deviation = [energy_in_field(model, HALF, F, E) - zero_energy[HALF]
             + 0.5 * formula[HALF] * F**2 for F in TEST_FIELDS]
growth = deviation[1] / deviation[0]
assert abs(growth / 16 - 1) < 0.1

print(f"largest error of angular identities, J = 1 to 9/2: {angular_error:.1e}")
print(f"hydrogen 1s polarisability: {h_alpha0:.7f} a.u.")
print(f"model: A = {A:.1f}, zeta = {ZETA:.2f} hartree, J = {J}")
print(f"energy 3d5/2: {E:.7f} hartree")
print(f"energy 3d3/2: {E_partner:.7f} hartree")
print(f"fine-structure splitting: {E - E_partner:.7f} hartree")
for (lp, jp), data in channels.items():
    index = 1 if lp == 1 else 0
    name = ("3p" if lp == 1 else "4f") + str(jp)
    gap = data["levels"][index] - E
    print(f"{name}: E'-E = {gap:.7f} hartree, "
          f"|R| = {abs(data['radial'][index]):.5f} bohr")
    print(f"  line strength {data['strength'][index]:.4f} a.u., "
          f"S/(E'-E) {data['strength'][index] / gap:.3f} a.u.")
    print(f"  whole channel: sum S/(E'-E) = {data['total']:.3f} a.u.")
    print(f"  6j {{J 1 J'; 1 J 2}} = {float(wigner_6j(J, 1, jp, 1, J, 2)):.7f}, "
          f"tensor weight = {tensor_weight(J, jp):.7f}")
    print(f"  parts of alpha0, alpha2: {data['part0']:.3f}, "
          f"{data['part2']:.3f} a.u.")
print(f"alpha0 = {alpha0:.3f} a.u.")
print(f"alpha2 = {alpha2:.3f} a.u.")
si = physical_constants["atomic unit of electric polarizability"][0]
print(f"alpha0 = {alpha0 * si:.5e} C^2 m^2/J")
print(f"alpha2 = {alpha2 * si:.5e} C^2 m^2/J")
print(f"largest change of alpha0, alpha2, basis 24 to 30: {basis_change:.1e} a.u.")
F_EXAMPLE = 1e-5
print(f"example field: {F_EXAMPLE:.1e} a.u.")
for M in PROJECTIONS:
    print(f"M = {M}: M factor {m_factor(J, M):.1f}, "
          f"formula {formula[M]:.3f}, finite field {direct[M]:.3f} a.u.")
    print(f"  shift in example field: {-0.5*formula[M]*F_EXAMPLE**2:.5e} hartree")
print(f"finite-field interval ratio: {interval_ratio:.5f}")
print(f"finite-field mean over M: {direct_mean:.3f} a.u.")
for F, error in zip(TEST_FIELDS, deviation):
    print(f"M = 1/2, F = {F:.0e} a.u.: deviation {error:.4e} hartree")
print(f"growth of deviation when F doubles: {growth:.3f}")
print("all tests passed")
```

Running it gives:

```
largest error of angular identities, J = 1 to 9/2: 5.6e-17
hydrogen 1s polarisability: 4.5000000 a.u.
model: A = 2.0, zeta = 0.04 hartree, J = 5/2
energy 3d5/2: -0.0557652 hartree
energy 3d3/2: -0.0581660 hartree
fine-structure splitting: 0.0024008 hartree
3p3/2: E'-E = -0.0156731 hartree, |R| = 9.71721 bohr
  line strength 226.6179 a.u., S/(E'-E) -14459.077 a.u.
  whole channel: sum S/(E'-E) = -11442.339 a.u.
  6j {J 1 J'; 1 J 2} = -0.1247219, tensor weight = -0.0555556
  parts of alpha0, alpha2: -1271.371, 1271.371 a.u.
4f5/2: E'-E = 0.0243305 hartree, |R| = 10.16568 bohr
  line strength 17.7156 a.u., S/(E'-E) 728.123 a.u.
  whole channel: sum S/(E'-E) = 810.755 a.u.
  6j {J 1 J'; 1 J 2} = -0.1425393, tensor weight = 0.0634921
  parts of alpha0, alpha2: 90.084, 102.953 a.u.
4f7/2: E'-E = 0.0246117 hartree, |R| = 10.04170 bohr
  line strength 345.7226 a.u., S/(E'-E) 14047.107 a.u.
  whole channel: sum S/(E'-E) = 15865.637 a.u.
  6j {J 1 J'; 1 J 2} = -0.0445435, tensor weight = -0.0198413
  parts of alpha0, alpha2: 1762.849, -629.589 a.u.
alpha0 = 581.561 a.u.
alpha2 = 744.735 a.u.
alpha0 = 9.58865e-39 C^2 m^2/J
alpha2 = 1.22790e-38 C^2 m^2/J
largest change of alpha0, alpha2, basis 24 to 30: 1.0e-03 a.u.
example field: 1.0e-05 a.u.
M = 1/2: M factor -0.8, formula -14.227, finite field -14.227 a.u.
  shift in example field: 7.11335e-10 hartree
M = 3/2: M factor -0.2, formula 432.614, finite field 432.614 a.u.
  shift in example field: -2.16307e-08 hartree
M = 5/2: M factor 1.0, formula 1326.297, finite field 1326.297 a.u.
  shift in example field: -6.63148e-08 hartree
finite-field interval ratio: 2.00000
finite-field mean over M: 581.561 a.u.
M = 1/2, F = 3e-05 a.u.: deviation -1.7440e-10 hartree
M = 1/2, F = 6e-05 a.u.: deviation -2.7947e-09 hartree
growth of deviation when F doubles: 16.024
all tests passed
```
